# Ground-state binding energy of hydrogen in a very strong magnetic field

## Problem

An electron of mass $m$ and charge $-e$ is bound to a fixed point proton in a uniform magnetic field $B$ along $z$. Use non-relativistic quantum mechanics and Gaussian units, with $a_0=\hbar^2/me^2$, $E_h=me^4/\hbar^2$, $B_0=m^2e^3c/\hbar^3$, $\gamma=B/B_0\gg1$ and $L=\ln\gamma$. Let $E_b$ be the binding energy of the ground state below the lowest Landau threshold.

(a) Freeze the transverse motion in the lowest Landau orbital, find the potential for the motion along $z$, and estimate $E_b$ to leading order in $L$ together with its first correction.

(b) Find an equation for $E_b$ that is exact up to powers of $1/\gamma$, and expand it for large $L$.

(c) Estimate the errors of (b) and of the freezing.

(d) How strong must the field be for $E_b$ to reach $50\%$ and $90\%$ of the leading term? Evaluate the main approximations at $\gamma=1000$.

## Solution

### The adiabatic potential

In the symmetric gauge, for zero angular momentum about $z$,
$$H=\frac{p^2}{2m}+\frac{e^2B^2\rho^2}{8mc^2}-\frac{e^2}{r}.$$
The spin term shifts the bound level and the threshold equally and drops out of $E_b$. The transverse part is a two-dimensional oscillator of frequency $\omega_c/2$, $\omega_c=eB/mc$. Its axially symmetric levels are $\hbar\omega_c(n+\tfrac12)$, with orbitals $\Phi_n=\Phi_0L_n(t)$, where $L_n$ is a Laguerre polynomial and
$$|\Phi_0|^2=\frac{e^{-t}}{2\pi l^2},\qquad t=\frac{\rho^2}{2l^2},\qquad l^2=\frac{\hbar c}{eB}=\frac{a_0^2}{\gamma},\qquad \hbar\omega_c=\frac{\hbar^2}{ml^2}=\gamma E_h .$$
An average $\langle\cdot\rangle$ over $|\Phi_0|^2$ is $\int_0^\infty e^{-t}(\cdot)\,dt$. The product $\Phi_0(\rho)f(z)$ is a restricted trial function, so the best $f$ gives a binding energy no larger than the three-dimensional one. Varying $f$ gives
$$-\frac{\hbar^2}{2m}f''-e^2U f=-E_bf,\qquad U(z)=\Big\langle\frac{1}{\sqrt{\rho^2+z^2}}\Big\rangle .$$
With $v^2=\rho^2+z^2$, $\rho\,d\rho=v\,dv$, and $s=|z|/l$,
$$U=\frac{e^{z^2/2l^2}}{l^2}\int_{|z|}^\infty e^{-v^2/2l^2}dv=\frac1l\sqrt{\frac\pi2}\,e^{s^2/2}\operatorname{erfc}\frac{s}{\sqrt2}.\tag{1}$$
The potential is finite at $z=0$. For $s\gg1$, expanding the root and using $\langle\rho^2\rangle=2l^2$ gives $U=1/|z|-l^2/|z|^3+\dots$, a Coulomb tail cut off at $l$.

Write $E_b=\hbar^2\kappa^2/2m=\lambda^2E_h/2$ with $\lambda=\kappa a_0$, and $\epsilon=l/a_0=\gamma^{-1/2}$.

### Leading estimate and the origin of $\ln L$

If $\kappa l\ll1$, the core of the potential is narrow compared with the state and acts as a well $-g\,\delta(z)$, which binds with $\kappa=mg/\hbar^2$. The strength is $g=2e^2\int_0^{z_{\max}}U\,dz\approx2e^2\ln(z_{\max}/l)$. The choice $z_{\max}=a_0$ gives $g=e^2L$, since $2\ln(a_0/l)=L$. Then $\lambda=L$ and $E_b=L^2E_h/2$. The logarithm is that of $B/B_0$, and the unit is $E_h$.

The state, however, extends only to $1/\kappa=a_0/\lambda$, and the potential beyond that distance is not sampled. With $z_{\max}=1/\kappa$,
$$\lambda\approx 2\ln\frac{1}{\kappa l}=L-2\ln\lambda\approx L-2\ln L,\qquad \frac{E_b}{E_h}\approx\frac{L^2}{2}-2L\ln L .$$

The constant under the logarithm needs $F=\int_0^zU\,dz'=\langle\operatorname{arsinh}(z/\rho)\rangle$. For $z\gg\rho$, $\operatorname{arsinh}(z/\rho)=\ln(2z/\rho)+\rho^2/4z^2+\dots$, and $\ln(2z/\rho)=\ln s+\tfrac12\ln2-\tfrac12\ln t$ because $\rho=l\sqrt{2t}$. Since $\langle\ln t\rangle=-C_E$, Euler's constant,
$$2F=G+s^{-2}+\dots,\qquad G=2\ln s+c_0,\qquad c_0=\ln2+C_E=1.27036.\tag{2}$$
Weight the potential with the density of the state. Integrating by parts,
$$W\equiv2\int_0^\infty Ue^{-2\kappa z}dz=2\kappa\int_0^\infty 2F\,e^{-2\kappa z}dz .$$
The part $G$ gives $-2\ln(2\kappa l)-2C_E+c_0=L-2\ln\lambda-c_0$. The remainder $2F-G$ lives at $s\sim1$, where the exponential is $1$ to first order in $\kappa l$. A second integration by parts gives $\int_0^\infty(2F-G)\,ds=2\langle\int_0^\infty[1-s/\sqrt{s^2+\rho^2/l^2}]\,ds\rangle=2\langle\rho\rangle/l=2\sqrt{\pi/2}$. Hence
$$W=L-2\ln\lambda-c_0+4\kappa l\sqrt{\pi/2}+\dots\tag{3}$$

A variational version confirms the constant. The trial function $\propto e^{-k|z|/a_0}$ has energy $k^2/2-kW(k)$ in units of $E_h$. Dropping the $\kappa l$ term, $dW/dk=-2/k$, so the minimum has $W=k+2$ and energy $-k^2/2-2k$. Its $\lambda_t$ obeys $\lambda_t^2=(k+2)^2-4$, so $k+2=\lambda_t+2/\lambda_t+\dots$ and $-2\ln k=-2\ln\lambda_t+4/\lambda_t+\dots$. Inserting both in $k+2=L-2\ln k-c_0$,
$$\lambda_t=L-2\ln\lambda_t-c_0+\frac{2}{\lambda_t}+O(\lambda_t^{-2}).\tag{4}$$
This is a lower bound on $\lambda$ up to the terms dropped.

### The matched equation

The ground state is even and nodeless. Let $\zeta=z/a_0>0$ and $y=d\ln f/d\zeta$, with $y(0)=0$. The Schrödinger equation becomes
$$y'=\lambda^2-2a_0U-y^2 .$$
Compare it with the pure Coulomb problem at the same $\lambda$, $y_C'=\lambda^2-2/\zeta-y_C^2$, for the solution that decays at infinity.

For that solution put $x=2\lambda\zeta$, $\nu=1/\lambda$, so that $f_{xx}=(\tfrac14-\nu/x)f$. Setting $f=xe^{-x/2}\phi$ gives $x\phi''+(2-x)\phi'-(1-\nu)\phi=0$. Try $\phi=\int_0^\infty e^{-x\tau}h\,d\tau$ with $h=\tau^{-\nu}(1+\tau)^\nu$. The left side is $\int e^{-x\tau}[x(\tau^2+\tau)-2\tau-(1-\nu)]h\,d\tau$. Integrating the first term by parts replaces it by $\frac{d}{d\tau}[\tau^{1-\nu}(1+\tau)^{1+\nu}]=[(1-\nu)+2\tau]h$, which cancels the rest; the boundary term vanishes for $\nu<1$. This is the Whittaker function $W_{\nu,1/2}(x)$ up to a factor. It is positive, so $y_C$ has no poles when $\lambda>1$.

For small $x$ write $h=1+\nu/(1+\tau)+r(\tau)$ with $r=O(\tau^{-2})$. The second term gives $\nu e^xE_1(x)\to\nu(-\ln x-C_E)$. For $R=\int_0^\infty r\,d\tau$ insert a factor $(1+\tau)^{-\eta}$. For $\eta>1$ the three pieces converge separately,
$$R_\eta=\frac{\Gamma(1-\nu)\Gamma(\eta-1)}{\Gamma(\eta-\nu)}-\frac1{\eta-1}-\frac\nu\eta,$$
and the combined integral is analytic for $\eta>-1$, so the formula continues to $\eta=0$. Use $\Gamma(\eta-1)=\Gamma(1+\eta)/[\eta(\eta-1)]=-\eta^{-1}[1+\eta(1-C_E)]$ and $\Gamma(1-\nu)/\Gamma(\eta-\nu)=(\eta-\nu)[1-\eta\psi(1-\nu)]$, each to first order in $\eta$, with $\psi$ the digamma function. The first piece is then $\nu/\eta-1+\nu[1-C_E-\psi(1-\nu)]$, and $R=\nu[1-C_E-\psi(1-\nu)]$. Therefore
$$f=e^{-x/2}\{1-\nu x[\ln x+\psi(1-\nu)+2C_E-1]+\dots\}.$$
The logarithmic derivative is $-\tfrac12-\nu[\ln x+\psi+2C_E]$. Multiplying by $dx/d\zeta=2\lambda$ and using $\nu\lambda=1$,
$$y_C\to-\lambda-2[\ln2\lambda\zeta+\psi(1-1/\lambda)+2C_E]=-2\ln\zeta-K(\lambda)-c_0,$$
$$K(\lambda)=\lambda+2\ln\lambda+2\psi(1-1/\lambda)+\ln2+3C_E.\tag{5}$$

Integrate both Riccati equations from the origin:
$$y=-2F+\int_0^\zeta(\lambda^2-y^2),\qquad y_C=-2\ln\zeta-K-c_0+\int_0^\zeta(\lambda^2-y_C^2).$$
Subtract and let $\zeta\to\infty$. Both $y$ and $y_C$ tend to $-\lambda$, and by (2) $2F-2\ln\zeta\to L+c_0$, because $2\ln s=2\ln\zeta+L$. The result is exact within the adiabatic model:
$$K(\lambda)-L=\int_0^\infty(y^2-y_C^2)\,d\zeta.\tag{6}$$
For $\zeta\lesssim\epsilon$ the integrand is of order one apart from an integrable logarithm. For $\zeta\gg\epsilon$ the potentials differ by a term of order $\epsilon^2/\zeta^3$, and the integrand falls as $\epsilon^2/\zeta^2$ times a logarithm. Both regions contribute at order $\epsilon$, and so the right side is of that order. The matched equation is
$$L=K(\lambda)+O(\gamma^{-1/2}).\tag{7}$$

### Expansion in $L$

From $\psi(1-\nu)=-C_E+\sum_n[1/n-1/(n-\nu)]$, expanding each term in $\nu/n$ gives $\psi(1-\nu)=-C_E-\zeta(2)\nu-\zeta(3)\nu^2-\dots$, where $\zeta(2)=\pi^2/6$ and $\zeta(3)$ are values of the Riemann zeta function. Equation (7) becomes
$$\lambda=L-2\ln\lambda-c_0+\frac{\pi^2}{3\lambda}+\frac{2\zeta(3)}{\lambda^2}+\dots\tag{8}$$
It shares the logarithm and $c_0$ with (4) and exceeds it by $(\pi^2/3-2)/\lambda$, as a variational bound requires. At $L=100$ the program finds $\lambda_t=89.7577$ against $\lambda=89.7720$. The gap $0.0143$ compares with $1.290/89.76=0.0144$.

Put $\lambda=L-a+b/L+d/L^2$, where $a,b,d$ are polynomials in $\ln L$. Then $\ln\lambda=\ln L-a/L+(b-a^2/2)/L^2$ and $1/\lambda=1/L+a/L^2$. Equating powers of $1/L$ in (8),
$$a=2\ln L+c_0,\qquad b=2a+\frac{\pi^2}3,\qquad d=a^2-2b+\frac{\pi^2a}{3}+2\zeta(3).$$
Squaring, $\lambda^2/2=L^2/2-aL+a^2/2+b+(d-ab)/L$, and $ab=2a^2+\pi^2a/3$. Written out,
$$\frac{E_b}{E_h}=\frac{L^2}2-2L\ln L-c_0L+2\ln^2L+(2c_0+4)\ln L+\Big(\frac{c_0^2}2+2c_0+\frac{\pi^2}3\Big)+\frac{2\zeta(3)-a^2-2b}{L}+\dots\tag{9}$$
The first six terms are called the six-term form below. The leading correction is $-2L\ln L$, and
$$\frac{E_b}{L^2E_h/2}=1-\frac{4\ln L}{L}-\frac{2c_0}{L}+\dots\tag{10}$$
The small parameter is $a/L$, roughly $2\ln\ln\gamma/\ln\gamma$.

The program solves the Riccati equation with the potential (1) by shooting. At $L=100$, $300$, $1000$ it tests $|K(\lambda)-L|<10^{-7}$. At $L=1000$ the shooting energy minus the six-term form is $-0.293\,E_h$, and the last term of (9) is $-0.292\,E_h$. The slope of $L-\lambda$ against $\ln L$ between $L=300$ and $1000$ is $2.05$. It exceeds $2$ because $L-\lambda=a-b/L$ and $b/L$ decreases over this range.

### Error of the matching

To first order in $\epsilon$ the integral terms in $y$ and $y_C$ are negligible at $\zeta\sim\epsilon$, so $y=-2F$, and $y_C=-G$ by (7). Then (6) gives $K-L=C\epsilon$ with
$$C=\int_0^\infty(4F^2-G^2)\,ds=2.471 .$$
The integrand falls only as $2G/s^2$, so the next order comes from the long range $l\ll z\ll1/\kappa$. There $\delta=y-y_C$ is small and obeys $\delta'=2w-2y\delta$ with $w=1/\zeta-a_0U\approx\epsilon^2/\zeta^3$. Since $y=f'/f$, the decaying solution is $\delta=-f^{-2}\int_\zeta^\infty2wf^2$. Subtracting the integrated Riccati equations at a finite point shows that $\delta$ enters $K-L$ with a plus sign. Expand $f^2\propto e^{2Y}=1+2Y+2Y^2+\dots$, $Y=\int_0^\zeta y$. With $y_0=-2\ln s$ treated as slowly varying, $Y\approx\zeta y_0+\tfrac12\zeta^2(\lambda^2-y_0^2)$, and the terms of order $\zeta^2$ add up to $\zeta^2(\lambda^2+y_0^2)$. Across the range, $|y_0|$ grows from $0$ to $L-2\ln\lambda\approx\lambda$, with $d\zeta/\zeta=d|y_0|/2$. The contribution is $-\epsilon^2\int_0^\lambda(\lambda^2+y_0^2)\,d|y_0|$, so
$$K(\lambda)-L\approx C\gamma^{-1/2}-\tfrac43\lambda^3\gamma^{-1},\tag{11}$$
where $\tfrac43$ holds only to leading order in $\lambda$. Shooting gives $(K-L)/\epsilon=2.171$, $2.404$, $2.458$ at $\gamma=10^8$, $10^{10}$, $10^{12}$, approaching $C$ from below. The effective coefficient of $\lambda^3/\gamma$ is $1.58$ at $10^8$ and $1.52$ at $10^{10}$; the program tests only that it lies between $1.0$ and $2.2$. The two terms of (11) have opposite signs, and the computed $(K-L)/\epsilon$ changes sign between $\gamma=10^4$ ($-0.393$) and $10^5$ ($0.621$). As $K$ increases with $\lambda$, (7) overbinds relative to the adiabatic value below that field and underbinds above it.

### Error of the freezing

The Coulomb term couples $\Phi_0$ to $\Phi_n$ through $-e^2\langle n|r^{-1}|0\rangle$. Use $1/r=\int d^3q\,(2\pi)^{-3}\,4\pi q^{-2}e^{i\mathbf q\cdot\mathbf r}$, with $k$ the $z$ component and $q_\perp$ the transverse magnitude. The angular average gives $J_0(q_\perp\rho)=\sum_j(-pt)^j/(j!)^2$ with $p=q_\perp^2l^2/2$. Rodrigues' formula and $n$ integrations by parts give $\int e^{-t}L_nt^j\,dt=(-1)^n(j!)^2/[n!(j-n)!]$ for $j\ge n$ and zero otherwise, so the form factor sums to $p^ne^{-p}/n!$. With $\xi=k^2l^2/2$, the transverse integral is $\int2q_\perp dq_\perp/(q_\perp^2+k^2)=\int dp/(p+\xi)$. Writing $1/(p+\xi)=\int_0^\infty e^{-\sigma(p+\xi)}d\sigma$, the Fourier transform in $z$ of the coupling is $-e^2v_n$, with
$$v_n=\int_0^\infty\frac{e^{-\xi\sigma}\,d\sigma}{(1+\sigma)^{n+1}}=e^{\xi}E_{n+1}(\xi).$$
For $n\ge1$, $v_n(0)=1/n$ is finite, so the coupling is short-ranged and $f$ may be replaced by $f(0)$. The intermediate state lies at $n\hbar\omega_c+\hbar^2k^2/2m=\hbar\omega_c(n+\xi)$. This neglects the Coulomb energy in the excited channel, of relative size $e^2/(l\hbar\omega_c)=\epsilon$, and $E_b/\hbar\omega_c$. Second-order perturbation theory gives $\delta E=-g'|f(0)|^2$, an extra delta well, where with $u=kl$
$$g'=\frac{e^4D}{l\hbar\omega_c}=e^2\epsilon D,\qquad D=\sum_{n\ge1}\int_{-\infty}^\infty\frac{du}{2\pi}\frac{v_n^2}{n+u^2/2}=0.293 .$$
The well changes the starting value to $y(0^+)=-a_0mg'/\hbar^2=-\epsilon D$. Repeating the subtraction that led to (6) adds $\epsilon D$ to its right side, so
$$\delta\lambda=\frac{D\,\gamma^{-1/2}}{K'(\lambda)}.\tag{12}$$
The program diagonalizes $H$ in Gaussians $e^{-\alpha\rho^2-\beta z^2}$. With $\alpha$ fixed at the Landau value this reproduces the shooting energy within the tested $10^{-4}$ relative. With twelve values of $\alpha$ it gives a three-dimensional binding energy which, coming from a finite basis, is a lower bound. The shifts $\delta\lambda$ are $5.65\times10^{-3}$, $1.99\times10^{-3}$, $6.83\times10^{-4}$ at $\gamma=10^3$, $10^4$, $10^5$. Equation (12) gives $5.02\times10^{-3}$, $1.91\times10^{-3}$, $6.74\times10^{-4}$. The excess over (12), $13\%$, $4\%$ and $1.4\%$, falls by about $\sqrt{10}$ per decade, as a relative correction of order $\epsilon$ should. Apart from factors that depend on $\lambda$, both (11) and (12) are powers of $1/\gamma$. For large $L$ they are smaller than every term of (9), so at this order of perturbation theory (9) is also the expansion of the three-dimensional problem.

### Rate of approach

Energies in the table are in $E_h$. "Matched" is the root of $K(\lambda)=L$, "adiabatic" is the shooting value, "3D" is the Gaussian lower bound, and $r$ is the adiabatic value divided by $L^2E_h/2$.

| $\gamma$ | $L^2/2$ | matched | adiabatic | 3D | $r$ |
|---|---|---|---|---|---|
| $10^2$ | 10.60 | 4.041 | 3.747 | | 0.353 |
| $10^3$ | 23.86 | 7.744 | 7.640 | 7.662 | 0.320 |
| $10^4$ | 42.42 | 14.144 | 14.130 | 14.141 | 0.333 |
| $10^5$ | 66.27 | 23.878 | 23.887 | 23.892 | 0.360 |
| $10^8$ | 169.66 | 76.850 | 76.852 | | 0.453 |
| $10^{12}$ | 381.74 | 209.871 | 209.871 | | 0.550 |

The ratio is not monotonic. As $\gamma\to1$ from above, $L^2\to0$ while $E_b$ stays finite, so $r$ diverges; by (10) it tends to $1$ from below. A minimum below $1$ must lie between, and the computed one is $r=0.320$ at $\log_{10}\gamma=3.0$. From $\gamma=10^2$ to $10^5$ the leading term is about three times the adiabatic binding energy.

For a prescribed $r$, set $\lambda=\sqrt r\,L$ in (7):
$$L(1-\sqrt r)=2\ln(\sqrt rL)+2\psi\Big(1-\frac1{\sqrt rL}\Big)+\ln2+3C_E .$$
On the rising branch, $r=0.5$ needs $L=22.5$, that is $\gamma=10^{9.8}$ or $B=10^{19.1}$ G. The value $r=0.9$ needs $L=235$, that is $\gamma=10^{102}$ or $B=10^{111.5}$ G. Shooting at these $L$ is tested to return $r$ within $10^{-4}$. At $L=1000$ the ratio is $0.970$.

These fields lie outside the physics of the Hamiltonian. The magnetic length equals the reduced Compton wavelength $\hbar/mc=\alpha a_0$, with $\alpha=e^2/\hbar c$ now the fine-structure constant, at $\gamma=1/\alpha^2=1.88\times10^4$, $B=4.41\times10^{13}$ G, where $\hbar\omega_c=mc^2$. Relativistic and vacuum-polarization effects, absent here, must be examined from there on. At $\gamma=10^8$, $l=10^{-4}a_0$ is within a factor of ten of the proton's size, roughly $10^{-13}$ cm, and the point nucleus becomes doubtful. The rows with $\gamma\ge10^5$, and both threshold fields, are statements about the model. Nuclear motion is neglected throughout.

### The case $\gamma=1000$

With $B_0=2.35052\times10^9$ G the field is $B=2.3505\times10^{12}$ G. Then $l=0.03162\,a_0=1.6734\times10^{-10}$ cm, $\hbar\omega_c=1000\,E_h$, $L=6.9078$ and $\ln L=1.9326$.

The leading term is $L^2/2=23.859$, or $649.2$ eV with $E_h=27.2114$ eV. The first correction is $2L\ln L=26.700$, larger than the term it corrects, so the two-term form gives $-2.84\,E_h$, a negative binding energy. For the six-term form, $a=2(1.9326)+1.2704=5.1356$, $aL=26.700+8.775=35.475$, $a^2/2=13.187$ and $b=10.271+3.290=13.561$. The sum is $23.859-35.475+13.187+13.561=15.13\,E_h$, about twice the adiabatic value. Here $a/L=0.74$, and the first three groups of (9), $L^2/2=23.86$, $-aL=-35.48$ and $a^2/2+b=26.75$, are all of the same size. The last term written in (9) is $(2.404-26.375-27.122)/6.9078=-7.40$, which brings the sum to $7.73\,E_h$. This number is what remains after cancellation among terms several times larger, and the higher terms are not evaluated here, so its closeness to the values below does not show that the series is reliable at this $L$.

Keeping the equation implicit avoids the expansion in $a/L$. Truncating (8) after $c_0$, the root of $\lambda+2\ln\lambda+c_0=L$ is $\lambda=3.2686$, since $3.2686+2.3687+1.2704=6.908$, and $E_b=5.34\,E_h$. This replaces $2\psi(1-1/\lambda)$ by $-2C_E=-1.15$, whereas at $\lambda=3.94$ it is $-2.19$. The full equation (7) has the root $\lambda=3.9355$ with $\psi=-1.0963$:
$$3.9355+2.7401-2.1926+2.4248=6.9078,$$
where $2.4248=c_0+2C_E$. It gives $E_b=7.744\,E_h=210.7$ eV.

Shooting gives $\lambda=3.9090$ and $E_b=7.640\,E_h=207.9$ eV, with $\kappa l=0.124$. The difference corresponds to the residual $K-L=-1.543\times0.03162=-0.0488$: divided by $K'=1.8484$ it is $-0.0264$, and $3.9355-0.0264=3.9091$. The estimate (11) is not quantitative at this $\lambda$. It gives $(K-L)/\epsilon=2.471-\tfrac43(3.909)^3(0.03162)=-0.05$, which shows that the second term has caught up with the first but falls far short of $-1.543$.

Landau mixing raises $\lambda$ by $0.293\times0.03162/1.8484=5.0\times10^{-3}$ according to (12), and by $5.65\times10^{-3}$ in the Gaussian basis. The three-dimensional calculation gives $E_b\ge7.662\,E_h=208.5$ eV, which is $0.321$ of the leading term. Relative to this number the adiabatic value is $0.29\%$ low and the matched value $1.07\%$ high.

The program that produces these numbers and its output follow below.

## Calculated quantities

```
B0 = 2.35052e+09 G, a0 = 5.29177e-09 cm, E_h = 27.2114 eV
1/alpha^2 = 1.8779e+04, field there = 4.4140e+13 G
C_E = 0.57722, c0 = 1.27036, pi^2/3 = 3.28987, zeta3 = 1.20206
matching constant C = 2.4710, mixing constant D = 0.293
L=100: lam trial = 89.7577, lam exact = 89.7720
L=100: lam=89.7720 ratio=0.8059 Eb-six-term=-1.594 E_h next term=-1.559 E_h
L=300: lam=287.4192 ratio=0.9179 Eb-six-term=-0.726 E_h next term=-0.719 E_h
L=1000: lam=984.9478 ratio=0.9701 Eb-six-term=-0.293 E_h next term=-0.292 E_h
d(L-lam)/d lnL between L=300 and 1000 = 2.0527
log10 g, L, lam, Eb[E_h], L^2/2[E_h], ratio, matched Eb[E_h], (K-L)/l
2 4.605 2.7375 3.7468 10.604 0.3533 4.0407 -2.691
3 6.908 3.9090 7.6403 23.859 0.3202 7.7441 -1.543
4 9.210 5.3161 14.1304 42.415 0.3331 14.1440 -0.393
5 11.513 6.9119 23.8874 66.274 0.3604 23.8775 0.621
8 18.421 12.3977 76.8520 169.661 0.4530 76.8497 2.171
10 23.026 16.3745 134.0616 265.095 0.5057 134.0613 2.404
12 27.631 20.4876 209.8707 381.737 0.5498 209.8707 2.458
g=1e8: coefficient of lam^3/g = 1.576 (leading log 1.333)
g=1e10: coefficient of lam^3/g = 1.517 (leading log 1.333)
g=1e3: Gaussian adiabatic Eb=7.6403 E_h, 3D Eb=7.6624 E_h, dlam=5.653e-03, predicted=5.017e-03
g=1e4: Gaussian adiabatic Eb=14.1304 E_h, 3D Eb=14.1410 E_h, dlam=1.991e-03, predicted=1.910e-03
g=1e5: Gaussian adiabatic Eb=23.8874 E_h, 3D Eb=23.8921 E_h, dlam=6.833e-04, predicted=6.738e-04
minimum ratio = 0.3202 at log10 g = 3.0
ratio 0.5: L = 22.49, log10 g = 9.77, log10(B/G) = 19.14
ratio 0.9: L = 235.23, log10 g = 102.16, log10(B/G) = 111.53
example: g = 1000, B = 2.3505e+12 G, l = 1.6734e-10 cm, l/a0 = 0.03162
L = 6.9078, ln L = 1.9326, cyclotron quantum = 1000 E_h
L^2/2 = 23.859 E_h = 649.2 eV
2L lnL = 26.700 E_h, c0 L = 8.775 E_h
two-term Eb = -2.842 E_h, six-term Eb = 15.131 E_h
lam+2ln lam+c0=L: lam = 3.2686, Eb = 5.3420 E_h
matched: lam = 3.9355, psi = -1.0963, Eb = 7.7441 E_h = 210.7 eV
adiabatic: lam = 3.9090, Eb = 7.6403 E_h = 207.9 eV, K' = 1.8484
3D: Eb = 7.6624 E_h = 208.5 eV, ratio to L^2/2 = 0.3212
kappa*l = 0.1236, matched vs 3D = 1.07 %, adiabatic vs 3D = -0.29 %
```
